# Conserving atoms on moving terraces in front-fixed coordinates

Suppose a growth calculation reports that fewer atoms entered the crystal than were deposited. Before assigning the difference to desorption, one must decide whether the numerical scheme could itself have made or lost atoms. In the example below, desorption removes 5.1% of the deposited atoms. A plausible but wrong treatment of the moving steps creates atoms amounting to 2.6% of the deposit, half as large as the effect to be measured. The scheme is therefore built so that its atom balance closes to rounding, whatever the grid and time step.

## The model and what must be counted

Straight, parallel steps lie at $x_n(t)$ on a surface that descends towards $+x$. During growth they advance to $+x$. Terrace $n$ lies between $x_n$ and $x_{n+1}$ and has width $l_n=x_{n+1}-x_n$. There are $N$ steps in a period $L$, so $x_{n+N}=x_n+L$ and $\sum_n l_n=L$. The adatom density $\rho$ obeys

$$\rho_t=D\rho_{xx}+F-\rho/\tau ,$$

with diffusion constant $D$, deposition flux $F$ and desorption time $\tau$. This is a mean-field model without nucleation, step meandering, elastic interaction or noise. All atom numbers are per unit length of step.

Let $v_n=\dot x_n$, and let $n_s$ be the number of sites per area in one crystal layer. When step $n$ advances by $dx$, the crystal gains $n_s\,dx$ atoms. The quantity to be balanced is thus

$$Q=\sum_n\int_{x_n}^{x_{n+1}}\rho\,dx+n_s\sum_n[x_n(t)-x_n(0)]+E,$$

where $E$ is the number desorbed, with $\dot E=\sum_n\int\rho\,dx/\tau$. Atoms arrive only by deposition, so the requirement is $\dot Q=FL$. Without desorption this is conservation of adatoms plus incorporated atoms, with deposition as the source.

## First fault: kinetics at a step treated as if it stood still

At a resting step, the flux from the lower terrace is $D\rho_x(x_n^+)$ and that from the upper terrace is $-D\rho_x(x_n^-)$. The naive scheme sets these equal to $k_+(\rho_n^+-\rho_e)$ and $k_-(\rho_n^--\rho_e)$, and sets $n_sv_n$ equal to their sum. Here $\rho_n^\pm=\rho(x_n^\pm)$, $k_\pm$ are attachment coefficients and $\rho_e$ is the equilibrium density. It then moves the steps.

To see what this does, differentiate the adatom number on one terrace. The limits move, so

$$\frac{d}{dt}\int_{x_n}^{x_{n+1}}\rho\,dx=D\rho_x(x_{n+1}^-)-D\rho_x(x_n^+)+v_{n+1}\rho_{n+1}^--v_n\rho_n^++Fl_n-\frac1\tau\int\rho\,dx .$$

Sum over terraces and relabel $n+1$ as $n$ in the terms from the right-hand ends. The diffusive terms give $-n_s\sum_nv_n$ by the naive law and cancel the growth of the crystal. The desorption term cancels $\dot E$. What remains is

$$\dot Q=FL+\sum_nv_n(\rho_n^--\rho_n^+).$$

The last term is a false source. An advancing step sweeps up adatoms of density $\rho_n^+$ in front of it and exposes new upper terrace behind it, which the moving domain fills at density $\rho_n^-$. The naive law pays for neither.

The cure is to count atoms relative to the step. The diffusion current to the right is $-D\rho_x$, so atoms cross a point moving at $v_n$ at the rate $-D\rho_x-v_n\rho$ towards the right. An atom enters the step from the upper side by moving right relative to it, and from the lower side by moving left. Hence

$$J_n^+=D\rho_x(x_n^+)+v_n\rho_n^+=k_+(\rho_n^+-\rho_e),$$
$$J_n^-=-D\rho_x(x_n^-)-v_n\rho_n^-=k_-(\rho_n^--\rho_e),\qquad n_sv_n=J_n^++J_n^- .$$

In the terrace balance, the four end terms are now $-J_{n+1}^--J_n^+$. Their sum over terraces is $-n_s\sum_nv_n$, and $\dot Q=FL$ follows.

The false source vanishes if the two edge densities are equal, but the individual fluxes still lack their swept parts. It is small relative to incorporation when $|\rho_n^--\rho_n^+|\ll n_s$.

## Fixing the fronts

A fixed grid would have steps crossing its nodes. Instead, on each terrace put

$$\xi=\frac{x-x_n}{l_n},\qquad 0\le\xi\le1,\qquad u(\xi,t)=\rho(x_n+\xi l_n,t).$$

The index $n$ on $u$ and $l$ is dropped where one terrace is meant. A point of fixed $\xi$ moves at

$$w=v_n+\xi(v_{n+1}-v_n).$$

By the chain rule $u_t=\rho_t+w\rho_x$, while $\rho_x=u_\xi/l$ and $\rho_{xx}=u_{\xi\xi}/l^2$. The diffusion equation becomes

$$u_t=\frac{D}{l^2}u_{\xi\xi}+\frac wl u_\xi+F-\frac u\tau .$$

This is correct, but it evolves a density, whereas atoms are counted by $lu\,d\xi$. Multiply by $l$ and add $\dot l u$ to both sides. Since $w_\xi=v_{n+1}-v_n=\dot l$, the terms $wu_\xi+\dot l u$ combine into $(wu)_\xi$:

$$\partial_t(lu)=\partial_\xi\Phi+l(F-u/\tau),\qquad \Phi=\frac Dl u_\xi+wu .$$

At $\xi=0$, where $w=v_n$, $\Phi=J_n^+$. At $\xi=1$, where $w=v_{n+1}$, $\Phi=-J_{n+1}^-$. The conservative flux in the new coordinate is the flux relative to the step, so the kinetic laws can be inserted without any further boundary formula.

## Second fault: advancing density instead of atoms

One could discretise $\Phi$ carefully and still integrate $u$ in time. One explicit Euler step shows the trouble. With $u'=u+\Delta t\,\dot u$ and $l'=l+\Delta t\,\dot l$,

$$l'u'=lu+\Delta t(l\dot u+\dot l u)+\Delta t^2\,\dot l\,\dot u .$$

The term linear in $\Delta t$ is the balanced one; the last has no source to account for it. With a second-order method the mismatch is at most of order $\Delta t^3$ per step, hence at most of order $\Delta t^2$ over a fixed time, but it does not in general vanish. An exception is the implicit midpoint rule, which keeps balances quadratic in the unknowns, such as this one. A remedy that does not depend on such a special rule is to make the counted quantities the unknowns.

Place nodes at $\xi_j=j/M$, $j=0,\dots,M$, with weights $W_j=1/M$ inside and $W_0=W_M=1/(2M)$ at the ends. The content of cell $j$ is $m_j=lW_ju_j$. Between nodes use

$$\Phi_{j+1/2}=\frac{DM}{l}(u_{j+1}-u_j)+w_{j+1/2}\frac{u_j+u_{j+1}}2,$$
$$w_{j+1/2}=v_n+\frac{j+1/2}{M}(v_{n+1}-v_n).$$

At the ends set $\Phi_{-1/2}=J_n^+=k_+(u_0-\rho_e)$ and $\Phi_{M+1/2}=-J_{n+1}^-=-k_-(u_M-\rho_e)$. Then

$$\dot m_j=\Phi_{j+1/2}-\Phi_{j-1/2}+lW_jF-m_j/\tau .$$

Because nodes sit on the steps, the end densities are unknowns of the scheme, and $v_n=(J_n^++J_n^-)/n_s$ is explicit in them.

Sum over $j$. Each interior flux appears once with each sign, and $\sum_jW_j=1$, so

$$\sum_j\dot m_j=-J_{n+1}^--J_n^++Fl_n-\frac1\tau\sum_jm_j .$$

Sum over terraces, add $n_s\sum_n\dot x_n=\sum_n(J_n^++J_n^-)$ and $\dot E=\sum m_j/\tau$. The step and desorption terms cancel, leaving $FL$. The discrete balance holds for any $M$, with the adatom number defined by the cell contents. That number is the trapezoidal integral of $\rho$ over the terrace; its closeness to the true integral is a question of accuracy, not of conservation.

The grid must also not disturb a uniform density merely by stretching. Set $u_j=c$, $F=1/\tau=0$, and give the end fluxes the purely geometric values $v_nc$ and $v_{n+1}c$. Inside, $w_{j+1/2}-w_{j-1/2}=\dot l/M$. At the left end $w_{1/2}-v_n=\dot l/(2M)$, and at the right end $v_{n+1}-w_{M-1/2}=\dot l/(2M)$. In every cell $\dot m_j=cW_j\dot l$, which is the rate of change of $cW_jl$. In a test where the width shrank from 5 to 1.86 lattice constants, the density stayed uniform to $10^{-15}$.

## A time step that keeps the balance

Collect all $m_j$, all $x_n$ and $E$ in a vector $y$ with $\dot y=G(y)$. Let the row $c$ have entries 1 for $m_j$ and $E$, and $n_s$ for $x_n$. The result above reads $c\cdot G(y)=FL$ for every admissible $y$. Diffusion across fine cells has rates of order $DM^2/l^2$, so an implicit method is used:

$$Y_1=y+\gamma\Delta t\,G(Y_1),$$
$$Y_2=y+(1-\gamma)\Delta t\,G(Y_1)+\gamma\Delta t\,G(Y_2),\qquad y_{\rm new}=Y_2 .$$

Multiplication by $c$ gives $c\cdot y_{\rm new}=c\cdot y+\Delta t\,FL$. The balance is linear in the unknowns, so the size of $\Delta t$ does not enter.

The stages lie at times $\gamma\Delta t$ and $\Delta t$, with weights $1-\gamma$ and $\gamma$. Second order requires $(1-\gamma)\gamma+\gamma=1/2$, or $(1-\gamma)^2=1/2$; take $\gamma=1-1/\sqrt2$. For $\dot y=\lambda y$ and $z=\lambda\Delta t$ the growth factor is

$$R(z)=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}.$$

It tends to zero for large $|z|$, so unresolved fast modes are damped. On the imaginary axis, $z=iq$, the order condition gives $(1-2\gamma)^2=2\gamma^2$, and

$$|R|^2=\frac{1+2\gamma^2q^2}{1+2\gamma^2q^2+\gamma^4q^4}\le1 .$$

The pole is at $z=1/\gamma>0$, so by the maximum principle $|R|\le1$ throughout the left half-plane.

Each stage has the form $Y=b+\gamma\Delta t\,G(Y)$, with $b$ known. Newton's correction $\delta$ solves

$$(1-\gamma\Delta t\,A)\delta=b+\gamma\Delta t\,G(Y)-Y,\qquad A=\partial G/\partial y .$$

Differentiating $c\cdot G=FL$ gives $c\cdot A=0$. Multiply the correction equation by $c$:

$$c\cdot(Y+\delta)=c\cdot b+\gamma\Delta t\,FL .$$

Even the first iterate has the right number of atoms. For the second stage, the first slope can be taken as $G(Y_1)$ or as $(Y_1-y)/(\gamma\Delta t)$. The two agree at convergence, and both keep the balance even before it; the latter is used here. An approximate Jacobian has the same property only if it too satisfies $c\cdot A=0$.

This removes a tempting diagnostic. With one iteration per stage and $\Delta t=200\,t_0$ in the example below, the balance closed to $10^{-13}$, yet a step was misplaced by up to 0.015 lattice constants relative to the converged iteration. A closed balance does not show that the equations have been solved.

## Checks that conservation cannot replace

**A moving front with a known path.** Take one step in an unbounded surface of initial density $\rho_\infty$, with $F=1/\tau=0$ and attachment so fast that $\rho=\rho_e$ on both sides. Then the swept terms $v\rho_e$ cancel in the sum of fluxes. Try $x_s=2\lambda\sqrt{Dt}$ and write $\eta=x/(2\sqrt{Dt})$. The functions $\operatorname{erfc}(\pm\eta)$ solve the diffusion equation, so with $\Delta=\rho_\infty-\rho_e$

$$\rho=\rho_\infty-\Delta\frac{\operatorname{erfc}(\eta)}{\operatorname{erfc}(\lambda)}\ (x>x_s),\qquad
\rho=\rho_\infty-\Delta\frac{\operatorname{erfc}(-\eta)}{\operatorname{erfc}(-\lambda)}\ (x<x_s).$$

Use $\operatorname{erfc}(\pm\lambda)=1\mp\operatorname{erf}\lambda$. The gradients at the step are

$$\rho_x(x_s^\pm)=\pm\frac{\Delta\,e^{-\lambda^2}}{\sqrt{\pi Dt}\,(1\mp\operatorname{erf}\lambda)} .$$

Insert them and $v=\lambda\sqrt{D/t}$ into $n_sv=D[\rho_x(x_s^+)-\rho_x(x_s^-)]$. The two fractions add to $2/(1-\operatorname{erf}^2\lambda)$, hence

$$n_s\lambda=\frac{2\Delta\,e^{-\lambda^2}}{\sqrt\pi\,(1-\operatorname{erf}^2\lambda)} .$$

Let $a$ be the lattice constant, $t_0=a^2/D$ and $n_s=1\,a^{-2}$. For $\rho_\infty=0.35\,a^{-2}$ and $\rho_e=0.05\,a^{-2}$, $\lambda=0.3498$. Between $100\,t_0$ and $400\,t_0$ the step should move $2\lambda(20-10)a=6.997\,a$. On a period of $300\,a$, wide enough for the two diffusion tails to stay separate, the scheme gives $6.963\,a$ for $M=80$ and $6.988\,a$ for $M=160$. The errors, 0.48% and 0.12% of the displacement, fall by four when grid spacing and time step are halved together.

**Finite kinetics and desorption.** For equal terraces of width $l$, seek $\rho=R(s)$ with $s=x-vt$ measured from a step. Then $\rho_t=-vR'$, and

$$DR''+vR'+F-R/\tau=0,\qquad R=F\tau+\sum_{i=1}^2A_ie^{r_is},\qquad Dr_i^2+vr_i-1/\tau=0 .$$

The two kinetic laws give linear equations for $A_i$:

$$\sum_i(Dr_i+v-k_+)A_i=(k_+-v)F\tau-k_+\rho_e,$$
$$\sum_i(Dr_i+v+k_-)A_ie^{r_il}=k_-\rho_e-(k_-+v)F\tau .$$

The remaining condition, $n_sv=k_+[R(0)-\rho_e]+k_-[R(l)-\rho_e]$, fixes $v$. For the parameters of the next section and $l=20\,a$, $v=0.009550\,a/t_0$. The numerical speed has relative error $1.6\times10^{-5}$ at $M=32$, and both speed and density converge at second order. Dropping $v$ from the profile and kinetic laws changes the speed by only 0.09%. Without desorption this double omission would leave the speed unchanged, though not the density profile, since both steady balances then give $n_sv=Fl$. Dropping $v$ from the kinetic laws alone, which is the first fault, would instead give $n_sv=Fl+v(\rho^--\rho^+)$, with $\rho^\pm$ the edge densities at a step.

**Slow deposition.** Set $\rho_e=1/\tau=0$ and neglect storage and sweeping. On one terrace $D\rho''=-F$, so with $J$ the flux to its left-hand step,

$$\rho(s)=\frac J{k_+}+\frac{Js}{D}-\frac{Fs^2}{2D},\qquad Fl-J=k_-\rho(l).$$

Divide the second relation by $k_-$ and collect $J$. The fraction $f=J/(Fl)$ is

$$f(l)=\frac{1/k_-+l/(2D)}{1/k_++1/k_-+l/D},$$

and therefore

$$n_sv_n=F\{l_nf(l_n)+l_{n-1}[1-f(l_{n-1})]\}.$$

For diffusion-limited terraces the neglected swept flux, relative to $Fl$, is of order $Fl^2/(Dn_s)$; slow attachment adds a term of order $Fl/[(k_++k_-)n_s]$. The sum appears because atoms held up at one step can still leave by the other. Both terms are linear in $F$. After one deposited layer, the largest width difference between full and quasi-static motion was $0.0215\,a$ at $F=10^{-5}a^{-2}t_0^{-1}$ and $0.0054\,a$ at a quarter of that flux, a ratio of 3.99. With $\rho_e\ne0$ this limit is not complete: both $v\rho_e$ and $Fl$ scale with $F$, so a relative correction of order $\rho_e/n_s$ to the individual fluxes survives.

## Three unequal terraces

Model parameters serve here, in units of $a$ and $t_0$, since Hartree units are unnatural for terrace motion. Take $D=1$, $n_s=1$, $F=5\times10^{-4}$, $\tau=2000$, $k_+=1$, $k_-=0.1$ and $\rho_e=0.01$. The smaller $k_-$ hinders attachment from above. Deposition is fast, $Fl^2/(Dn_s)=0.2$ at $l=20$, to make step motion matter; on a real surface with adatom densities so far above $\rho_e$, islands would be expected to nucleate on the terraces, which this model excludes. The example tests the scheme and does not describe a particular material.

The terraces start with widths 30, 20 and 10 and density $\rho_e$, so there are $0.01\times60=0.600$ adatoms per $a$ of step. By $t=4000\,t_0$ the deposit is $5\times10^{-4}\times60\times4000=120$. For $M=40$ the adatom number has risen to 2.969, while 111.461 atoms are incorporated and 6.170 desorbed. These individual numbers carry discretisation errors of up to about 0.002, which cancel in the sum:

$$(2.969-0.600)+111.461+6.170=120.000 .$$

Over the whole run the largest defect is below $4\times10^{-13}$ on each of three grids, $M=10$, 20 and 40. The desorbed number agrees with a separate time integral of the adatom number divided by $\tau$, so $E$ is not absorbing an unexplained error. Halving grid spacing and time step together changes the final widths by at most $2.6\times10^{-3}a$, then $6.6\times10^{-4}a$.

The two faults have very different sizes here. Applying the kinetic laws to diffusive flux alone creates 3.085 atoms at $M=20$ (3.084 in the limit of fine resolution), and the time integral of $\sum_nv_n(\rho_n^--\rho_n^+)$ accounts for them. This error belongs to the equations and survives refinement. Advancing density instead of cell content, from 500 to $1500\,t_0$, leaves a defect of $2.0\times10^{-6}$ at $\Delta t=50\,t_0$ and $5.0\times10^{-7}$ at $25\,t_0$, against 30 deposited atoms. That is harmless in size, but it deprives the balance of its use as a rounding-level check on the fluxes.

The final widths are 23.7, 12.5 and $23.7\,a$, still far from equal. The quasi-static law without desorption gives a rough estimate of this slow relaxation. Put $g(l)=lf(l)$ and perturb equal widths by a small multiple of $e^{in\phi}$. From $\dot l_n=v_{n+1}-v_n$,

$$\dot l_n=\frac F{n_s}[g(l_{n+1})-2g(l_n)+g(l_{n-1})+l_n-l_{n-1}],$$

so the growth rate is

$$\sigma=\frac F{n_s}\{[1-2g'(l)](1-\cos\phi)+i\sin\phi\}.$$

With $R_0=1/k_++1/k_-$, the formula for $f$ can be written

$$g=\frac l2+\frac{l(1/k_--1/k_+)}{2(R_0+l/D)},\qquad 1-2g'=-\frac{R_0(1/k_--1/k_+)}{(R_0+l/D)^2}.$$

Here this is $-11\times9/31^2=-0.103$. Three terraces have $\phi=\pm2\pi/3$, so $1-\cos\phi=1.5$ and $|\sin\phi|=0.87$: the pattern travels along the train faster than it decays. Over $4000\,t_0$ the estimate reduces its amplitude by $\exp(-0.31)=0.73$; the root-sum-square deviation from $20\,a$ actually falls from 14.1 to $9.2\,a$, a factor of 0.65. The agreement is only rough. The gap comes from the storage and swept terms that the estimate leaves out, whose corrections of order 0.2 are not small beside 0.103. The finite size of the deviations hardly matters, since the nonlinear quasi-static law gives 0.72, and desorption slows the decay, raising that factor to 0.75. Linearising the full equations about the equal train gives a real part of $\sigma$ near $-0.22\,F/n_s$ for this mode, a factor of 0.64 over the run, so small deviations of this kind decay.

## Where the scheme stops

The coordinate map requires $l_n>0$. If steps meet, the calculation must stop or adopt a physical rule for merging, with the remaining adatoms transferred explicitly. The central motion flux also needs a fine enough grid: its two neighbour coefficients, $DM/l\pm w/2$, are both positive only if $|w|l/(DM)<2$. Here speeds near $0.01\,a/t_0$ keep this ratio far below the limit. Neither condition is enforced by atom conservation, and a time step can conserve atoms while producing a negative density. Widths, densities and convergence therefore have to be inspected alongside the balance.

## Computed results

```
D = 1 a^2/t0, ns = 1 a^-2, L = 60 a
F = 0.0005 a^-2 t0^-1, tau = 2000 t0
k+ = 1 a/t0, k- = 0.1 a/t0, rho_e = 0.01 a^-2
main run: M = 40, dt = 10 t0, end = 4000 t0
t = 0 t0: widths 30.000 20.000 10.000 a
t = 500 t0: widths 30.455 18.503 11.042 a
t = 1000 t0: widths 30.493 16.528 12.979 a
t = 2000 t0: widths 29.248 13.654 17.098 a
t = 4000 t0: widths 23.749 12.522 23.729 a
atom numbers below are per length a of step
t = 1000 t0: deposited 30.00000
  adatoms initial 0.60000, now 3.27964
  incorporated 25.82235, desorbed 1.49801
t = 4000 t0: deposited 120.00000
  adatoms initial 0.60000, now 2.96933
  incorporated 111.46072, desorbed 6.16995
M = 10: largest balance defect 2.6e-13
M = 20: largest balance defect 3.8e-13
M = 40: largest balance defect 2.4e-13
desorbed by time quadrature 6.16989
final step speeds 0.011326 0.008226 0.009029 a/t0
width change M 10->20: 2.63e-03 a
width change M 20->40: 6.58e-04 a
one Newton iteration, dt = 200 t0: defect 9.9e-14
  largest position error against converged: 1.48e-02 a
density variable, dt = 50 t0: defect 1.968e-06
density variable, dt = 25 t0: defect 5.007e-07
  ratio 3.93 (run from 500 to 1500 t0)
diffusive-flux law: atoms created 3.0848
  from integral of v*(rho_upper - rho_lower): 3.0849
equal train, width 20 a: exact speed 0.0095504 a/t0
  quasi-static speed 0.0095421 a/t0
  speed error M=16: 6.20e-07, M=32: 1.55e-07 a/t0
  order of speed 2.00, of density 2.00
similarity test: rho_inf 0.35, rho_e 0.05 a^-2
  lambda 0.349826, t from 100 to 400 t0, L = 300 a
  exact step shift 6.99653 a
  computed M=80: 6.96325, M=160: 6.98820 a
  observed order 2.00
slow limit gap: F=1e-5: 2.151e-02 a
  F=2.5e-6: 5.390e-03 a, ratio 3.99
uniform density test: width 5 -> 1.858 a
  largest density error 6.1e-16 a^-2
```
